Capacitance of a Parallel-Plate Gap with One Sinusoidally Rough Plate

A conducting plate with a sinusoidal surface of rms amplitude σ and wavenumber q faces a flat conducting plate. The gap, measured from the mean plane of the rough surface, is s, and a uniform linear dielectric of permittivity ε fills it. To second order in the amplitude, the mean capacitance per projected area is

C = (ε/s) [1 + (σ²q/s) coth(qs)].  (1)

Roughness therefore raises the capacitance at fixed mean gap. The result requires σ ≪ s and qσ ≪ 1. It holds for perfect conductors, for fields slow enough to be electrostatic, and for plates so large that their edges do not matter.

**The boundary-value problem**

Let z point from the rough plate to the flat one, and let the rough surface be

z = h(x) = a cos(qx), ⟨h⟩ = 0, σ² = ⟨h²⟩ = a²/2.  (2)

Angle brackets denote an average over one period in x. The rough plate is held at zero potential and the flat plate at V:

∇²φ = 0 in the gap, φ(x, h(x)) = 0, φ(x, s) = V.  (3)

At the flat plate the normal pointing from the metal into the dielectric is −z, and the electric field is −∇φ. The charge per area there is ε times the field along this normal, which is (−1)(−ε ∂φ/∂z) = +ε ∂φ/∂z. Hence

C = (ε/V) ⟨∂φ/∂z⟩ at z = s.  (4)

The average must run over whole periods. Over part of a period the first-order field found below does not in general average to zero.

For smooth plates φ = Vz/s, and (4) gives C₀ = ε/s. For the rough plate, write

φ = φ₀ + φ₁ + φ₂ + …, φ₀ = Vz/s,  (5)

where φₙ is proportional to aⁿ. Laplace's equation is linear, so each term satisfies it separately. The flat plate is already at V through φ₀, so φ₁ and φ₂ vanish at z = s.

The condition on the rough surface is transferred to the plane z = 0 by a Taylor expansion in h:

0 = Vh/s + φ₁(x,0) + h ∂φ₁/∂z(x,0) + φ₂(x,0) + O(a³).  (6)

The first term has no quadratic partner because φ₀ is linear in z. Under a crest the plane z = 0 lies inside the metal; there φ₁ and φ₂ are the smooth continuations of the potential in the gap. Collecting equal powers of a gives

φ₁(x,0) = −Vh/s,  (7)

φ₂(x,0) = −h ∂φ₁/∂z(x,0).  (8)

**First order: the field is redistributed**

The boundary value (7) varies as cos(qx), so set φ₁ = f(z) cos(qx). Laplace's equation becomes f″ = q²f. The solution that vanishes at z = s is a multiple of sinh[q(s−z)], and f(0) = −Va/s fixes the multiple:

φ₁ = −(Va/s) cos(qx) sinh[q(s−z)]/sinh(qs).  (9)

Differentiating sinh[q(s−z)] gives −q cosh[q(s−z)], and the two minus signs cancel:

∂φ₁/∂z(x,0) = (Vaq/s) coth(qs) cos(qx).  (10)

The average of this term over a period is zero at every height, so there is no first-order change of capacitance. The local field does change. Its x component is itself of first order and enters the magnitude only through its square, so on the rough surface

|E| = (V/s) [1 + aq coth(qs) cos(qx)] + O(a²).  (11)

Crests, which stand closer to the flat plate, gain field, and troughs lose it.

**Second order: the mean flux rises**

Insert (10) into (8) and use cos²(qx) = [1 + cos(2qx)]/2:

φ₂(x,0) = −a cos(qx) · (Vaq/s) coth(qs) cos(qx)
 = −(Va²q/2s) coth(qs) [1 + cos(2qx)].  (12)

The two parts continue into the gap differently. A part independent of x obeys g″ = 0, and with g(s) = 0 it is proportional to (s−z)/s. The second harmonic behaves like φ₁ with q replaced by 2q. Thus

φ₂ = −(Va²q/2s) coth(qs) {(s−z)/s + cos(2qx) sinh[2q(s−z)]/sinh(2qs)}.  (13)

As a check of (9) and (13) together, the potential φ₀ + φ₁ + φ₂ was evaluated on the true rough surface, where it should vanish up to terms of order a³. With qs = 3, halving the amplitude from 0.002s to 0.001s reduced the largest residual by a factor of 8.03, against the expected 8.

The second harmonic in (13) carries no mean flux. The derivative of (s−z)/s is −1/s, so

⟨∂φ₂/∂z⟩ = (Va²q/2s²) coth(qs) = (V/s)(σ²q/s) coth(qs).  (14)

Adding ⟨∂φ₀/∂z⟩ = V/s and using (4) gives (1).

The sign has a direct reading. Equation (8) multiplies the height by the first-order change of field. Both are positive at crests and both are negative at troughs, so their product has a positive mean. The gain at crests and the loss at troughs therefore do not cancel at second order.

The next correction to (1) is of order a⁴. Replacing a by −a shifts the profile by half a period, which cannot alter the mean capacitance, so odd powers of a are absent.

An independent numerical solution tests the result. It minimizes the field energy in the true rough gap, without expanding in h, and obtains C from the energy CV²/2 per projected area. Extrapolated to zero amplitude at qs = 0.3, 1, 3 and 6, it reproduces the coefficient of σ² in (1) with a largest relative error of 9.6 × 10⁻⁷. At qs = 6, halving the amplitude from 0.02s to 0.01s reduces the difference between the full solution and (1) by a factor of 15.92, close to the 16 of a fourth-order remainder.

**The electrical plane and the two limits**

Define a shift Δ by C = ε/(s−Δ). It tells how far a smooth plate would have to stand in front of the mean plane to give the same capacitance. Since ε/(s−Δ) = (ε/s)(1 + Δ/s + …), comparison with (1) gives

Δ = σ²q coth(qs) + O(a⁴).  (15)

For waves short compared with the gap, qs ≫ 1 and coth(qs) → 1. Then

Δ → σ²q, (C−C₀)/C₀ → σ²q/s.  (16)

The shift no longer depends on the gap. The reason is visible in (9): when qs is large, the disturbance falls off as exp(−qz) and has died out before it reaches the flat plate.

For long waves, coth(qs) = 1/(qs) + qs/3 + …, and

(C−C₀)/C₀ = σ²/s² + σ²q²/3 + … .  (17)

The leading term also follows from treating each part of the surface as a small parallel-plate capacitor with the local gap s−h:

⟨ε/(s−h)⟩ = (ε/s) ⟨1 + h/s + h²/s² + …⟩ = (ε/s)(1 + σ²/s² + …).  (18)

At second order the rise in (1) is larger than this local estimate by the factor qs coth(qs). The factor exceeds 1 for every positive qs, because tanh(qs) < qs. The local estimate is thus too low, and it becomes poor once the wavelength is no longer long compared with the gap.

The extra surface area is not the cause of the rise either. The area per projected area is

⟨√(1 + h′²)⟩ = 1 + ⟨h′²⟩/2 + … = 1 + σ²q²/2 + … .  (19)

Dividing the rise in (1) by the area increase σ²q²/2 gives 2 coth(qs)/(qs). This ratio is large for long waves and tends to zero for short ones. For short waves the rise in (1) grows in proportion to q, while the added area grows as q².

**Several wavelengths**

Let h be a sum of harmonics with different wavenumbers qₖ and rms amplitudes σₖ, all fitting into one common period. Equation (7) is linear in h, so each harmonic produces its own first-order field (10). In the mean of (8), products of different harmonics average to zero, and

(C−C₀)/C₀ = Σₖ (σₖ²qₖ/s) coth(qₖs).  (20)

For a fixed total σ², short wavelengths therefore count more, because q coth(qs) grows with q. The remainder of (20) can be of third order, since reversing the sign of a general profile is not a mere shift. Harmonics q and 2q give such a term; a profile made of odd harmonics only does not, because a half-period shift reverses its sign. For two harmonics with qs = 1 and 3 and amplitudes in the ratio 2:1, the full solution extrapolated to zero amplitude agrees with (20) to a relative 1.6 × 10⁻⁶.

**Both plates rough**

Now let the upper surface be z = s + b cos(qx). Its boundary condition is expanded about z = s in the same way, which gives φ₁(x,s) = −(Vb/s) cos(qx) and φ₂(x,s) = −b cos(qx) ∂φ₁/∂z(x,s). The first-order potential is

φ₁ = −(V/s) cos(qx) {a sinh[q(s−z)] + b sinh(qz)}/sinh(qs),  (21)

and its slopes at the two mean planes are

∂φ₁/∂z(x,0) = (Vq/s) cos(qx) [a coth(qs) − b/sinh(qs)],
∂φ₁/∂z(x,s) = (Vq/s) cos(qx) [a/sinh(qs) − b coth(qs)].  (22)

By Gauss's law the mean of ε ∂φ/∂z is the same on every plane between the two surfaces and equals the charge per projected area, so (4) may be used at any such plane. The mean of φ₂ is linear in z, so its slope is [⟨φ₂(x,s)⟩ − ⟨φ₂(x,0)⟩]/s. Inserting (22), with ⟨cos²(qx)⟩ = 1/2, gives

(C−C₀)/C₀ = (q/2s) [(a² + b²) coth(qs) − 2ab/sinh(qs)].  (23)

For b = 0 this is (1). For b = a the surfaces run parallel and the gap measured along z is constant, yet the capacitance still rises. In the long-wave limit coth(qs) − 1/sinh(qs) → qs/2, and the rise becomes a²q²/2 = ⟨h′²⟩. This is the result for locally tilted parallel plates. A tilt angle α reduces the perpendicular gap by cos α and increases the area by 1/cos α, so the capacitance per projected area grows by 1/cos²α = 1 + h′². For b = −a the surfaces are mirror images, crests face crests, and the rise is larger.

**Example: neighbouring copper lines**

Take the facing sidewalls of two copper interconnect lines separated by a carbon-doped-oxide low-k dielectric. The rough typical values are a gap s = 20 nm, a line height of 40 nm, a relative permittivity of 3.0 and a voltage of 0.7 V. One wall has an rms roughness of 1.5 nm with a wavelength of 40 nm. The roughness runs along the line and is uniform over its height. Then

q = 2π/(40 nm) = 0.1571 nm⁻¹, qs = 3.1416, coth(qs) = 1.00374,

(C−C₀)/C₀ = (1.5² × 0.1571/20) × 1.00374 = 0.0177.

The two small parameters are σ/s = 0.075 and qσ = 0.236. The full solution gives a rise of 1.758 %, against 1.774 % from (1), so the formula errs by about 1 % of the rise itself. The flat walls have 53.1 aF per µm of line length, and roughness adds 0.94 aF/µm. By (15) the electrical plane moves by Δ = 0.355 nm, much less than the amplitude a = 2.12 nm; the full solution gives 0.345 nm.

At this wavelength neither simple picture works. Averaging the local inverse gap gives a rise of 0.57 %, about a third of the correct value, while the surface area grows by 2.7 %.

The mean field V/s is 0.35 MV/cm. Equation (11) gives a crest field of 1.334 times this value; the full solution gives 1.350 at the crest and 0.688 at the trough, where (11) gives 0.666. Both full values lie above the first-order ones. This is the mark of an even-order term: the trough is the crest with a replaced by −a, so even powers of a have the same sign at both.

If the second wall carries the same wave, the full solution gives a rise of 3.24 % for parallel walls and 3.92 % for mirrored walls. In (23) the cross term changes sign between the two cases, so their mean should be twice the single-wall rise, or 3.55 %. The mean of the full values is 3.58 %.

**Comparison with real lines**

Of the neglected effects estimated here, that of the edges is the largest. For two isolated thin strips of this height and gap in an unbounded dielectric, edge fields raise the total capacitance by 63 % over C₀ times the height. If roughness leaves the edge part unchanged, its share of the total falls from 1.77 % to 1.09 %. Real lines have finite width and further conductors nearby, so these figures give a scale and not a correction. A real wall also has a spectrum of wavelengths. If it varies only along the line and its slopes are small, (20) replaces (1). For a spectrum that falls only as 1/q² at large q, the sum in (20) grows logarithmically as shorter waves are included, so the result depends on the shortest wavelength kept. Here the spectrum is that of σₖ². For such a spectrum the rms slope grows as the square root of the largest q kept, so the condition of small slopes fails, and (20) with it, once short enough waves are included. If the roughness also varies over the line height, the magnitude of the two-dimensional wavevector takes the place of q.

Two effects at the walls alter the smooth-wall value by amounts similar to the roughness rise or larger. Suppose processing leaves a damaged layer 1 nm thick on each wall, with a relative permittivity of 5 (both rough values). Adding the layers in series changes the capacitance by the factor 20/(18 + 2 × 3/5), a rise of 4.2 %. The response of the metal surface also matters, but its sign is not settled here. In the Thomas-Fermi estimate the field penetrates into the metal, and each copper surface adds a series layer of length 0.055 nm and relative permittivity 1, which lowers the capacitance by 1.6 %. This estimate leaves out the spill-out of electrons at the surface, which moves the induced charge outward and can turn the lowering into a rise. Where the copper is covered by a metallic liner several screening lengths thick, the liner's screening length is the relevant one. A measured capacitance a few per cent above ε/s is therefore not by itself evidence of roughness.

Away from the line edges, the dielectric is not close to breakdown in this example. The peak field on the rough wall, 0.47 MV/cm, is about a tenth of a rough breakdown field of 5 MV/cm. At the edges of a line the field is higher, by an amount that depends on how sharp they are, and the present model does not describe it. For a rough electron barrier of 1.5 eV and the free-electron mass, the probability of direct tunnelling across the narrowest gap comes out near 10⁻⁸⁵. The mass in a real dielectric can be smaller; half the free-electron mass would give about 10⁻⁶⁰. Both figures leave out the image force, which for the free-electron mass raises the probability to about 10⁻⁸⁰. A change of 0.2 eV in the barrier moves the exponent by 7 to 8. Thermionic emission at 378 K, with the crest field applied to the whole wall, would take about 2 × 10³ s to remove the stored charge; tunnelling just below the barrier top, not counted in this figure, shortens it by roughly a third. This time depends exponentially on the barrier: a change of 0.2 eV alters it by a factor of almost 500. Conduction through traps is not included, so these numbers do not predict the leakage of a real dielectric. They show that these two processes do not disturb the electrostatic calculation on the time scale of switching. The numerical output below lists the values used here.

Numbers as computed

```
TESTS
largest relative error of coefficient: 9.6e-07
remainder ratio on halving amplitude: 15.92
boundary residual ratio on halving: 8.03
relative error, sum of two harmonics: 1.6e-06
EXAMPLE INPUTS (rough typical values)
mean gap s: 20 nm
line height: 40 nm
rms roughness sigma: 1.5 nm
roughness wavelength: 40 nm
relative permittivity: 3.0
voltage: 0.7 V
EXAMPLE RESULTS
amplitude a: 2.121 nm
wavenumber q: 0.1571 1/nm
q*s: 3.1416; coth(q*s): 1.00374
q*sigma: 0.236; sigma/s: 0.075
capacitance rise, formula: 1.774 %
capacitance rise, full solution: 1.758 %
shift of electrical plane, formula: 0.355 nm
rise from local gap average: 0.567 %
rise of surface area: 2.721 %
flat-wall capacitance: 53.13 aF/um
added by roughness, formula: 0.942 aF/um
mean field V/s: 0.350 MV/cm
crest field / mean, first order: 1.334
crest field / mean, full solution: 1.350
trough field / mean, full solution: 0.688
NEGLECTED EFFECTS
edge fields, thin strips, baseline: +63 %
roughness rise diluted by edges: 1.09 %
both walls rough, parallel: +3.24 %
both walls rough, mirrored: +3.92 %
damaged layer per wall (rough): 1 nm
its relative permittivity (rough): 5
damaged layers, baseline: +4.2 %
copper electron density (rough): 8.5e+22 1/cm3
Thomas-Fermi length of copper: 0.055 nm
field penetration, baseline: -1.6 %
peak field: 0.47 MV/cm
breakdown field (rough): 5 MV/cm
peak / breakdown field: 0.09
electron barrier (rough): 1.5 eV
narrowest gap: 17.88 nm
log10 of tunnelling probability: -85
temperature of use: 378 K
optical permittivity (rough): 2
barrier lowering at crest: 0.18 eV
thermionic discharge time: 2e+03 s
```
